# Spread of percolation breakdown thresholds when a cubic sample doubles

## Definitions and conventions

Divide a cube of oxide into \(L\times L\times L\) small cells of side \(a\). The number \(L\) is dimensionless, and the physical side is \(La\). Each cell is defective with probability \(p\), independently of the others. Two defective cells are connected if they share a face. The sample spans when a connected chain of defective cells joins its first layer to its last; the other four faces are free. In this model spanning stands for dielectric breakdown.

To follow one sample as its defects accumulate, give every cell \(i\) a random number \(u_i\), uniform between 0 and 1, and call the cell defective when \(u_i\le p\). Raising \(p\) then adds defects without removing any. The threshold \(T\) of the sample is the smallest \(p\) at which it spans. The spread \(\sigma(L)\) is the standard deviation of \(T\) over many samples of the same size.

In an infinite sample a connected path first appears at \(p=p_c\). Near this point the correlation length, measured in cells, grows as

\[
\xi\sim |p-p_c|^{-\nu}. \tag{1}
\]

The exponent is taken as \(\nu=0.88\), the value for three-dimensional percolation with short-range connections.

## The estimate

A finite sample can tell \(p\) from \(p_c\) when \(\xi\) is much smaller than \(L\). When \(\xi\) is comparable with \(L\) or larger, some samples span and others do not. The edge of this uncertain window is at \(\xi\sim L\), so (1) gives

\[
|p-p_c|^{-\nu}\sim L
\quad\Longrightarrow\quad
|p-p_c|\sim L^{-1/\nu}.
\]

If the width of the window sets the spread, doubling \(L\) multiplies it by

\[
2^{-1/\nu}=\exp\!\left(-\frac{\ln 2}{0.88}\right)=0.455 ,
\]

or about 0.45. The argument leaves open whether the standard deviation really follows the window, and what must be held fixed in the comparison.

## Controlled derivation

**From paths to a distribution.** A given path is fully defective at \(p\) when the largest \(u_i\) on it does not exceed \(p\). The sample spans when at least one path satisfies this condition. Hence

\[
T=\min_{\text{spanning paths}}\;\max_{i\in\text{path}}u_i .
\]

The event \(T\le p\) is the event that the sample spans at \(p\). The cumulative distribution of thresholds is therefore the spanning probability \(R_L(p)\), and their probability density is \(dR_L/dp\).

**The scaling hypothesis.** Near \(p_c\) and for large \(L\), assume that \(R_L\) depends on \(L/\xi\) and on the side of \(p_c\) alone. From (1), \(L/\xi\sim L|p-p_c|^\nu\). Raising this to the power \(1/\nu\) and restoring the sign gives the variable

\[
x=(p-p_c)L^{1/\nu},\qquad R_L(p)=F(x). \tag{2}
\]

The function \(F\) rises from 0 to 1. It depends on the shape of the sample, its boundary conditions and the spanning rule, so these must stay the same when \(L\) changes. Equation (2) is a hypothesis about large samples and is not proved here.

**Moments.** By the chain rule,

\[
\frac{dR_L}{dp}=L^{1/\nu}F'(x),\qquad dp=L^{-1/\nu}dx .
\]

The two powers of \(L\) cancel in \((dR_L/dp)\,dp=F'(x)\,dx\), so \(x\) has the density \(F'(x)\). Since \(p-p_c=xL^{-1/\nu}\),

\[
\langle T-p_c\rangle=L^{-1/\nu}m_1,\qquad
\langle (T-p_c)^2\rangle=L^{-2/\nu}m_2,\qquad
m_j=\int_{-\infty}^{\infty}x^jF'(x)\,dx .
\]

The limits of \(x\) are \(-p_cL^{1/\nu}\) and \((1-p_c)L^{1/\nu}\), which move to infinity as \(L\) grows. Using infinite limits assumes that the tails contribute negligibly to the second moment, uniformly at large \(L\). Subtracting the square of the mean gives

\[
\sigma^2(L)=L^{-2/\nu}(m_2-m_1^2),
\qquad
\sigma(L)=\sigma_xL^{-1/\nu},
\]

with \(\sigma_x=\sqrt{m_2-m_1^2}\). The unknown amplitude cancels in the ratio:

\[
\boxed{\frac{\sigma(2L)}{\sigma(L)}\longrightarrow
\frac{(2L)^{-1/\nu}}{L^{-1/\nu}}=2^{-1/\nu}=0.455}
\qquad(L\to\infty). \tag{3}
\]

Other measures of width behave in the same way. The quartiles satisfy \(F(x_{1/4})=1/4\) and \(F(x_{3/4})=3/4\), so the interquartile range is \((x_{3/4}-x_{1/4})L^{-1/\nu}\).

**Sensitivity to the exponent.** Let \(r=2^{-1/\nu}\). Then \(\ln r=-(\ln 2)/\nu\), and differentiation gives

\[
\frac{\delta r}{r}=\frac{\ln 2}{\nu^2}\,\delta\nu .
\]

Moving \(\nu\) from 0.875 to 0.885 moves the ratio from 0.453 to 0.457. Rounding the exponent therefore matters little. Halving the spread requires a side larger by \(2^\nu=1.84\), slightly less than a doubling.

## Counting defects instead of setting a probability

In a stressed sample one may count the \(k\) defective cells present when spanning first occurs, out of \(N=L^3\). The fraction \(k/N\) is not identical to \(T\), because \(T\) is the \(k\)-th smallest of the \(N\) random numbers and fluctuates even when \(k\) is fixed.

The order in which cells become defective determines \(k\), and this order is independent of the sorted values of \(u_i\). For fixed \(k\), the \(k\)-th smallest value has a density proportional to \(u^{k-1}(1-u)^{N-k}\). Its first two moments are beta integrals:

\[
\langle u\rangle=\frac{k}{N+1},\qquad
\langle u^2\rangle=\frac{k(k+1)}{(N+1)(N+2)} .
\]

The variance at fixed \(k\) is therefore

\[
\frac{k}{N+1}\left[\frac{k+1}{N+2}-\frac{k}{N+1}\right]
=\frac{k(N+1-k)}{(N+1)^2(N+2)},
\]

because \((k+1)(N+1)-k(N+2)=N+1-k\). The total variance is the variance of the conditional mean plus the mean of the conditional variance:

\[
\sigma^2=\operatorname{var}\!\left(\frac{k}{N+1}\right)
+\left\langle\frac{k(N+1-k)}{(N+1)^2(N+2)}\right\rangle . \tag{4}
\]

For large \(N\) the last term approaches \(p_c(1-p_c)/L^3\), whose square root falls as \(L^{-3/2}\). Since \(1/\nu=1.14\) is less than \(3/2\), this noise falls faster than the threshold spread. Both definitions then obey (3) in the limit.

The approach is slow, however. Relative to \(\sigma^2\), the noise term falls as \(L^{-(3-2/\nu)}=L^{-0.73}\), so the two definitions can give visibly different ratios in samples of moderate size.

## Comparison with simulated cubes

The thresholds below were found by drawing \(u_i\) for each cell, sorting the values, and bisecting on the number of defective cells. At each trial the connected groups were labelled to see whether one touched both end layers. No value of \(\nu\) enters this calculation.

| \(L\) | samples | mean \(T\) | \(\sigma\) |
|---:|---:|---:|---:|
| 8 | 1500 | 0.337 | 0.0496 |
| 16 | 1200 | 0.322 | 0.0246 |
| 32 | 500 | 0.317 | 0.0116 |

For the larger pair,

\[
\frac{\sigma(32)}{\sigma(16)}=\frac{0.01161}{0.02462}=0.471\pm0.018 .
\]

The ratio was computed before the spreads were rounded for display. The error is one standard error, estimated as \(r\sqrt{1/(2n_1)+1/(2n_2)}\) for sample numbers \(n_1,n_2\), which treats the thresholds as nearly Gaussian. The result is 3.6 percent above the asymptotic ratio and agrees with it within this error. The interquartile range gives \(0.465\pm0.031\), with the error found by resampling the thresholds.

The smaller pair gives \(0.497\pm0.014\), about three standard errors above 0.455. A finite-size deviation is thus visible when the comparison starts from 8 cells per side. The larger pair lies closer to the limit, but the two ratios differ by only about one standard error of their difference, so these data do not resolve the trend or the form of the finite-size correction.

Two other rules can be set against these data. If the threshold were an average over independent parts of the volume, its spread would fall as \(N^{-1/2}=L^{-3/2}\), and doubling would give \(2^{-3/2}=0.354\). Two-dimensional percolation has \(\nu=4/3\), which gives \(2^{-3/4}=0.595\). Both lie more than six standard errors from the result for the larger cubes. Squares of 16 and 32 cells per side, with 800 samples each, give \(0.633\pm0.022\). This is near the two-dimensional value and far from the cubic one.

The counted fraction \(k/N\) gives \(0.488\pm0.018\) for the larger cubes. Equation (4) accounts for the direction of the difference. The noise has standard deviations 0.00729 at \(L=16\) and 0.00257 at \(L=32\), so its shares of the variance are

\[
\left(\frac{0.00729}{0.02462}\right)^2=0.088,
\qquad
\left(\frac{0.00257}{0.01161}\right)^2=0.049 .
\]

Removing it multiplies the ratio by \(\sqrt{(1-0.049)/(1-0.088)}=1.02\), which changes 0.471 to 0.481. The remaining difference from 0.488 is a sampling effect: (4) holds for the true variances, whereas in a finite set of samples the count and the noise are not exactly uncorrelated.

## Oxide dimensions and defect densities

Take \(a=0.9\) nm, a round model value. The cubes with 16 and 32 cells per side then measure 14.4 and 28.8 nm. The cell volume is \(a^3=(0.9\times10^{-7}\,\text{cm})^3=7.29\times10^{-22}\,\text{cm}^3\), so the mean density of defective cells at spanning in the smaller cube is

\[
\frac{0.3220}{7.29\times10^{-22}\,\text{cm}^3}
=4.4\times10^{20}\,\text{cm}^{-3}.
\]

More defects than this may have been generated, because some can fall in cells that are already defective. If \(M\) defects fall at random on \(N\) cells, a given cell is missed with probability \((1-1/N)^M\simeq e^{-M/N}\). With generated density \(n=M/(Na^3)\),

\[
p=1-e^{-na^3}
\quad\Longrightarrow\quad
n=-\frac{\ln(1-p)}{a^3},\qquad
\delta n\simeq\frac{\delta p}{(1-p)a^3}.
\]

Applied to each simulated threshold, this gives a mean generated density of \(5.3\times10^{20}\,\text{cm}^{-3}\) for the smaller cube and \(5.2\times10^{20}\,\text{cm}^{-3}\) for the larger. The spread falls from \(5.0\times10^{19}\) to \(2.3\times10^{19}\,\text{cm}^{-3}\), a ratio of \(0.468\pm0.018\). Like \(T\), this \(n\) is the expected density at the moment of spanning, not the number actually counted. It includes counting noise of variance \(n/(Na^3)\), about 7 and 4 percent of the two variances. Removing it gives spreads of about \(4.8\times10^{19}\) and \(2.3\times10^{19}\,\text{cm}^{-3}\) for the counted defects, a ratio near 0.476. Repeated hits change the density scale by about a fifth but hardly affect the ratio, because \(1-p\) is nearly the same at both thresholds.

## Wide films and clustered defects

A film of thickness \(L\) and lateral width \(W\), both in cells, has an additional dimensionless variable, \(W/L\). The scaling hypothesis becomes \(R=F(x,W/L)\), and the same integration gives

\[
\sigma(L,W)=L^{-1/\nu}S(W/L).
\]

Doubling the thickness at fixed \(W\) therefore yields

\[
\frac{\sigma(2L,W)}{\sigma(L,W)}
=2^{-1/\nu}\,\frac{S(W/2L)}{S(W/L)} .
\]

For large \(L\) the cubic factor is recovered when \(W\) doubles too. This case is not simulated here, and in wide films of few layers, whose thresholds lie well below \(p_c\), the ratio can stay well above 0.455. With \(W=32\) held fixed, simulations of 300 films at each thickness give \(\sigma=0.0278\) for 8 layers and \(0.0179\) for 16. Their ratio is \(0.643\pm0.037\), so the spread narrows much less than in cubes.

The wide film also breaks down earlier. An \(8\times32\times32\) film contains 16 separate cubes of side 8. A path across any one of them crosses the film, so the film threshold cannot exceed the lowest of the 16 cube thresholds. The mean is 0.236 for this film, against 0.337 for a single cube of side 8.

A very wide film of few layers has another limit. Let it have \(h\) layers and \(A\) cells per layer. A straight column is fully defective with probability \(p^h\), and the columns are independent. If straight columns dominate,

\[
P(T>p)=(1-p^h)^A\simeq e^{-Ap^h}.
\]

Thus \(E=AT^h\) has an exponential distribution of unit mean. Taking logarithms gives \(\ln T=(\ln E-\ln A)/h\). The standard deviation of \(\ln E\) is \(\pi/\sqrt6\), so that of \(\ln T\) is \(\pi/(\sqrt6\,h)\). Doubling the thickness at fixed area then halves the spread of \(\ln T\), but not that of \(T\). The typical threshold \(A^{-1/h}\) rises, so the spread of \(T\) is multiplied by roughly \(A^{1/(2h)}/2\), which exceeds one when \(A^{-1/h}<1/4\).

This limit requires bent paths to be rare. A path with one sideways step uses \(h+1\) cells. The step can go in four directions and lie in any of \(h-2\) inner layers; in an end layer it would merely add a cell to a complete straight column. The condition is therefore \(4(h-2)p\ll1\). At the mean threshold of the simulated 8-layer film the left side is \(24\times0.236=5.7\), so that film is far outside this limit.

Clustering was examined in cubes of side 16. Each cell received a Gaussian random number plus 0.3 times those of its six neighbours. The sum was normalized and converted to a uniform \(u_i\), giving a correlation of 0.39 between the Gaussian sums of adjacent cells. Over 400 samples the mean threshold was 0.224, against 0.322 for independent cells, and the spread was larger by a factor \(1.30\pm0.05\). Correlations of fixed short range are expected to leave \(\nu\) unchanged once \(L\) is much larger than that range. One size shows the change in amplitude but cannot confirm the exponent.

Real gate oxides on silicon are usually films far wider than they are thick, and thicknesses of 14 to 29 nm belong to older or high-voltage devices rather than to thin logic oxides. The cubic geometry is thus the assumption most clearly broken; on going from 8 to 16 layers, the simulated factor is 0.64 for films 32 cells wide, against 0.50 for cubes. These films are only four and two times wider than thick, and the factor changes with width and thickness. The model density, with nearly a third of the cells defective, is also far above \(10^{19}\,\text{cm}^{-3}\), taken here as a rough scale for the trap density in heavily stressed oxide. The size of this gap depends on the free choice of \(a\): the density scales as \(a^{-3}\), and a cell of about 3.4 nm would remove it even in cubes. At \(a=0.9\) nm, wide area and the isotropic clustering simulated above lower the model threshold, but the simulated films and clustered cubes do not close the gap. Clustering within layers parallel to the end faces can instead raise the threshold, because a sparsely defective layer blocks the path. Very thin, wide films can close the gap at a suitable area. A density of \(10^{19}\,\text{cm}^{-3}\) corresponds to \(p=0.0073\), and in the straight-column limit the median threshold obeys \(Ap^h=\ln2\). For three layers (2.7 nm) this requires \(A=1.8\times10^6\) cells, about \(1.5\,\mu\text{m}^2\), and there \(4(h-2)p=0.03\). The match is tied to this area, since the median density of a three-layer film falls as \(A^{-1/3}\). Such films follow the straight-column statistics, not (3). The model also omits field-dependent defect generation, tunnelling through an incomplete path and local heating. Its 0.45 describes the narrowing of a geometric threshold in large cubes, and does not by itself give the spread of breakdown times or fields.
